# Efficiency at maximum power of a weakly coupled single-level heat engine

A single spinless electronic level that exchanges electrons weakly with a hot and a cold reservoir works as a heat engine. When its power is maximized over both the level position and the bias, at fixed temperatures and tunnel rates, its efficiency is

\[
\eta^*=\frac{\eta_C}{2}+\frac{\eta_C^2}{8}+\frac{24+a_0^2}{384}\,\eta_C^3+O(\eta_C^4),\qquad a_0\tanh\frac{a_0}{2}=2, \tag{1}
\]

where \(\eta_C=1-T_c/T_h\) is the Carnot efficiency. The coefficient 1/2 follows from tight coupling: every transferred electron carries the same heat, so heat and particle currents are proportional. The coefficient 1/8 follows if, in addition, the current changes sign when the scaled level energies seen by the two reservoirs are exchanged. This is the precise meaning of left-right symmetry here. It does not demand equal tunnel rates for a spinless level, though it can do so for other engines, as a blockaded level will show.

Let the level have energy \(\varepsilon\) and hold at most one spinless electron. Reservoir \(l=h,c\) has temperature \(T_l\), measured in energy units so that \(k_B=1\), chemical potential \(\mu_l\), and a tunnel rate \(\Gamma_l\) independent of energy and bias. Weak coupling means \(\hbar\Gamma_l\ll T_l\), so that the level may be treated as sharp and its occupation \(p\) obeys a rate equation. Define

\[
x_l=\frac{\varepsilon-\mu_l}{T_l},\qquad f(x)=\frac{1}{e^x+1},\qquad f_l=f(x_l).
\]

Electrons enter from reservoir \(l\) at rate \(\Gamma_lf_l\) if the level is empty and leave at rate \(\Gamma_l(1-f_l)\) if it is full. The net flow from reservoir \(l\) is therefore \(\Gamma_l[f_l(1-p)-(1-f_l)p]=\Gamma_l(f_l-p)\). In the stationary state the two flows add to zero, which gives \(p=(\Gamma_hf_h+\Gamma_cf_c)/(\Gamma_h+\Gamma_c)\). The particle current from hot to cold is then

\[
J=\Gamma_h(f_h-p)=\gamma\,(f_h-f_c),\qquad \gamma=\frac{\Gamma_h\Gamma_c}{\Gamma_h+\Gamma_c}. \tag{2}
\]

An electron leaving the hot reservoir at energy \(\varepsilon\) removes heat \(\varepsilon-\mu_h\), and on arrival it gives heat \(\varepsilon-\mu_c\) to the cold one. The difference is work against the bias. Thus

\[
Q_h=T_hx_hJ,\qquad P=(\mu_c-\mu_h)J=(T_hx_h-T_cx_c)J, \tag{3}
\]

where \(Q_h\) is a heat current and \(P\) the output power. The entropy production rate is \(-Q_h/T_h+Q_c/T_c=J(x_c-x_h)\), with \(Q_c=T_cx_cJ\): one current times one force. When the force vanishes, so do the particle current and both heat currents. This is tight coupling.

Write \(\theta=\eta_C\) in the algebra, and use the mean and the difference

\[
a=\frac{x_h+x_c}{2},\quad d=x_c-x_h,\quad x_h=a-\frac d2,\quad x_c=a+\frac d2.
\]

Since \(T_c=(1-\theta)T_h\), the bracket in the power is \(T_h[x_h-(1-\theta)x_c]=T_h[-d+\theta(a+d/2)]\). With \(s=1-\theta/2\),

\[
P=T_hJ\,(\theta a-sd),\qquad \eta=\frac{P}{Q_h}=\frac{\theta a-sd}{a-d/2}. \tag{4}
\]

Take \(a>0\). The case \(a<0\) is its particle-hole mirror: reversing both \(x_l\) reverses \(J\) and the bias, and leaves \(P\) unchanged. The engine delivers power for \(0<d<\theta a/s\). As \(d\to0\) the efficiency tends to \(\theta\), but the current vanishes; at the upper end the current is finite, but the work per electron vanishes. The maximum of power lies between.

To see which property fixes which coefficient, keep the current general for the moment. Let it be a smooth function of \(x_h\) and \(x_c\) that vanishes at \(d=0\):

\[
J=L(a)d+M(a)d^2+O(d^3),\qquad L>0. \tag{5}
\]

At fixed \(a\), setting the derivative of \(J(\theta a-sd)\) with respect to \(d\) to zero gives

\[
(L+2Md)(\theta a-sd)-s(Ld+Md^2)=0, \tag{6}
\]

up to terms of order \(\theta^3\), because \(d\) is of order \(\theta\). Insert \(d=d_1\theta+d_2\theta^2+\dots\). The terms of order \(\theta\) are \(L(a-d_1)-Ld_1=0\), so \(d_1=a/2\). The terms of order \(\theta^2\) are

\[
L\left(-d_2+\frac{d_1}{2}\right)+2Md_1(a-d_1)-Ld_2+\frac{Ld_1}{2}-Md_1^2=0.
\]

With \(d_1=a/2\) this becomes \(2Ld_2=La/2+Ma^2/2-Ma^2/4\), or

\[
d_2=\frac a4+\frac{Ma^2}{8L}. \tag{7}
\]

The numerator of the efficiency in (4) is

\[
\theta a-d+\frac{\theta d}{2}=\frac{\theta a}{2}+\theta^2\left(\frac a4-d_2\right)=\frac{\theta a}{2}-\theta^2\frac{Ma^2}{8L},
\]

and its denominator is \(a(1-\theta/4)\), each to the order needed. Dividing, with \(1/(1-\theta/4)=1+\theta/4+\dots\), yields

\[
\eta^*=\frac{\theta}{2}+\left(\frac18-\frac{aM}{8L}\right)\theta^2+O(\theta^3). \tag{8}
\]

The first term has a simple reading. To leading order the power is the parabola \(T_hLd(\theta a-d)\), whose maximum lies halfway between the reversible point and the point of zero work. Since the heat per electron is the same all along the parabola at this order, half the reversible work means half the Carnot efficiency. Neither \(L\) nor \(a\) survives.

In the second term, 1/8 comes from the denominator: the hot reservoir supplies heat \(T_h(a-d/2)\) per electron, slightly less than \(T_ha\). The remainder, \(-aM/(8L)\), measures how the curvature of the current moves the optimum. Exchanging \(x_h\) and \(x_c\) sends \(d\) to \(-d\) at fixed \(a\). If \(J\) is odd under this exchange, then \(M=0\) and 1/8 is left. The current (2) is odd because \(\gamma\) depends on neither \(x_h\) nor \(x_c\), whatever the ratio \(\Gamma_h/\Gamma_c\). Numerical maximization gives a second coefficient of 0.125000 for rates in the ratio 1:1 and also for 9:1.

Equation (8) was found at fixed \(a\), but it also serves for the maximum over both variables, which is in particular a maximum over \(d\) at its own value of \(a\). That value differs from its small-\(\theta\) limit by a correction that vanishes with \(\theta\). Since the first coefficient does not depend on \(a\), the correction cannot affect the second.

The limit itself follows from the leading power at \(d=\theta a/2\),

\[
P\simeq\frac{T_h\theta^2}{4}\,a^2L(a),\qquad L=\gamma f(1-f)=\frac{\gamma}{4\cosh^2(a/2)}, \tag{9}
\]

where \(f=f(a)\), and \(L\) follows from (2) with \(f'=-f(1-f)\). The logarithmic derivative of \(a^2L\) is \(2/a-\tanh(a/2)\). It vanishes at \(a_0\tanh(a_0/2)=2\), which has one positive root because the left side rises steadily from zero: \(a_0=2.3994\), with \(f(a_0)=0.0832\). A level closer to the chemical potentials has a larger \(L\), that is, more current per unit force, but the optimal force \(\theta a/2\) and the work per electron \(T_h\theta a/2\) are both too small. For a level farther away both are larger, but the fall of \(L\) outweighs the gain.

It matters which quantities are varied. Suppose that \(x_h=x\) is held fixed and only \(x_c=x+d\) is adjusted. Then \(a=x+d/2\), so the current is \(L(x+d/2)d=L(x)(d+md^2)+\dots\), with \(m=L'/(2L)=-\tfrac12\tanh(x/2)\). The work factor is \(x-(1-\theta)(x+d)=\theta x-(1-\theta)d\), and stationarity reads

\[
(1+2md)[\theta x-(1-\theta)d]-(1-\theta)(d+md^2)=0.
\]

Order \(\theta\) gives \(d_1=x/2\). Order \(\theta^2\) gives \(2d_2=2d_1+2md_1(x-d_1)-md_1^2=x+mx^2/4\). The efficiency is now \(\theta-(1-\theta)d/x\), whose second-order part is \(d_1/x-d_2/x=-mx/8\). Hence

\[
\eta^*_{x_h\ \mathrm{fixed}}=\frac\theta2+\frac{x_h\tanh(x_h/2)}{16}\,\theta^2+O(\theta^3). \tag{10}
\]

At \(x_h=1\) the second coefficient is 0.0289, and at \(x_h=4\) it is 0.2410. It equals 1/8 when \(x_h\tanh(x_h/2)=2\), that is, at the optimal level position. Exchange symmetry thus gives 1/8 along a search at fixed mean \(a\), or at the full maximum, but not along an arbitrary one-parameter search.

The third coefficient depends on the shape of the Fermi function. For the current (2), expansion about the mean gives

\[
f\left(a-\frac d2\right)-f\left(a+\frac d2\right)=-f'd-\frac{f'''}{24}d^3+\dots,
\]

so \(J=L(d+nd^3)\) with \(n=f'''/(24f')\). Let \(t=\tanh(a/2)\). Then \(f'=-(1-t^2)/4\) and \(t'=(1-t^2)/2\). Differentiating \(1-t^2\) once gives \(-t(1-t^2)\), and again gives \((1-t^2)(3t^2-1)/2\). Therefore \(n=(3t^2-1)/48\). Stationarity at fixed \(a\) is

\[
(1+3nd^2)(\theta a-sd)-s(d+nd^3)=0,
\]

or \(\theta a-2sd+3n\theta ad^2-4nsd^3=0\). Without \(n\) the solution is \(d=\theta a/(2s)\). The terms with \(n\) shift it by \(\delta\), where, to order \(\theta^3\), \(2\delta=n(3\theta ad^2-4d^3)\) at \(d=\theta a/2\). This gives \(\delta=na^3\theta^3/8\). The numerator of (4) becomes \(\theta a/2-na^3\theta^3/8\), and the denominator \(a[1-\theta/(4s)]\) up to order \(\theta^3\). Since \(4s=4-2\theta\),

\[
\eta^*=\frac{\theta(2-\theta)}{4-3\theta}-\frac{na^2}{8}\theta^3+O(\theta^4)
=\frac\theta2+\frac{\theta^2}{8}+\left(\frac{3}{32}-\frac{na^2}{8}\right)\theta^3+O(\theta^4). \tag{11}
\]

The first two coefficients are independent of \(a\), so \(a_0\) may be used in the third. There \(t=2/a_0\) and \(na_0^2=(12-a_0^2)/48\), which gives \(3/32-(12-a_0^2)/384=(24+a_0^2)/384=0.0775\), as in (1). The Curzon-Ahlborn expression \(1-\sqrt{1-\eta_C}\) shares the first two terms but has \(1/16=0.0625\) in third place.

Tight coupling fails if heat can pass without electrons. Add a parallel leak \(\kappa(T_h-T_c)=\kappa T_h\theta\) to \(Q_h\), with \(\kappa\) independent of level position and bias. The power and its maximum are unchanged, but more heat is consumed. With \(J=La\theta/2\) to leading order,

\[
\eta^*=\frac{T_hLa^2\theta^2/4}{T_hLa^2\theta/2+\kappa T_h\theta}
=\frac{\theta}{2}\,\frac{1}{1+2\kappa/(La^2)}. \tag{12}
\]

For \(\Gamma_h=\Gamma_c=\Gamma\) and \(\kappa=0.05\,\Gamma\), the first coefficient falls from 0.5 to 0.3436.

A finite level width has the same effect, which puts a condition on the words "weakly coupled". For equal rates and coherent transmission without interactions, the level transmits electrons of energy \(E\) with probability \(\tau=(w/2)^2/[(E-\varepsilon)^2+(w/2)^2]\), where \(w=\hbar(\Gamma_h+\Gamma_c)\). Let \(T\) be the common temperature at leading order, \(g=w/T\) and \(z=(E-\varepsilon)/T\). At energy \(E\) the force is \((E-\mu_c)/T_c-(E-\mu_h)/T_h\simeq d+\theta z\). Define the moments

\[
W_k=\frac{T}{2\pi\hbar}\int dz\,z^k\,\tau\,[-f'(a+z)].
\]

In linear response,

\[
J=W_0d+W_1\theta,\qquad \frac{Q_h}{T}=aJ+W_1d+W_2\theta,\qquad \frac PT=J(\theta a-d).
\]

Put \(\omega=W_1/W_0\) and \(\tilde d=d+\omega\theta\). Then \(J=W_0\tilde d\), and

\[
\frac PT=W_0\tilde d\,[\theta(a+\omega)-\tilde d],\qquad
\frac{Q_h}{T}=W_0(a+\omega)\tilde d+\theta\left(W_2-\frac{W_1^2}{W_0}\right).
\]

This is the leaky engine with \(a\) replaced by \(a+\omega\) and \(\kappa=W_2-W_1^2/W_0\). For small \(g\) the Lorentzian has area \(\pi g/2\) in \(z\), so \(W_0\simeq(T/\hbar)\,g f(1-f)/4\), which is \(L\) for equal rates. In \(W_2\) the factor \(z^2\) cancels the tail of the Lorentzian: \(z^2\tau\to g^2/4\), and since \(-f'\) integrates to one, \(W_2\simeq(T/\hbar)\,g^2/(8\pi)\). \(W_1\) is also of order \(g^2\), so \(\omega\) is of order \(g\) and \(W_1^2/W_0\) of order \(g^3\). Equation (12) then gives the first coefficient

\[
\frac12-\frac{\kappa}{La^2}=\frac12-\frac{g}{2\pi a^2f(1-f)} \tag{13}
\]

to first order in \(g\). The loss at \(a_0\) is \(0.362\,g\). Integration over the full transmission gives losses of 0.0342, 0.00360 and 0.000362 at \(g=0.1\), 0.01 and 0.001, approaching the linear law. The heat leak comes from electrons transmitted far from the level centre. Expansion (1) therefore assumes that \(g\) is sent to zero first. For the quadratic term to exceed the broadening loss one needs \(0.125\,\theta^2>0.362\,g\theta\), or roughly \(g<0.35\,\theta\) for small \(\theta\), where it does not matter which temperature defines \(g\).

Exchange symmetry can be broken while tight coupling survives. Let the level be spin degenerate, with Coulomb repulsion so strong that double occupation is excluded. With \(p_0\) the probability of an empty level and \(p_1=1-p_0\), set \(A=\sum_l\Gamma_lf_l\) and \(B=\sum_l\Gamma_l(1-f_l)\). Either spin may enter, so the stationary condition is \(2Ap_0=Bp_1\). Hence \(p_0=B/D\) and \(p_1=2A/D\), with \(D=B+2A=\sum_l\Gamma_l(1+f_l)\). The current is \(\Gamma_h[2f_hp_0-(1-f_h)p_1]=(2\Gamma_h/D)[f_h(A+B)-A]\). Because \(A+B=\Gamma_h+\Gamma_c\), the last bracket is \(\Gamma_c(f_h-f_c)\), and

\[
J=\frac{2\Gamma_h\Gamma_c(f_h-f_c)}{\Gamma_h(1+f_h)+\Gamma_c(1+f_c)}. \tag{14}
\]

The numerator is odd under exchange, but the denominator is even only for equal rates. With \(f_{h,c}\simeq f\pm f(1-f)d/2\) and \(\lambda=(\Gamma_h-\Gamma_c)/(\Gamma_h+\Gamma_c)\),

\[
D\simeq(\Gamma_h+\Gamma_c)(1+f)\left[1+\frac{\lambda f(1-f)}{2(1+f)}d\right],\qquad
\frac ML=-\frac{\lambda f(1-f)}{2(1+f)}.
\]

Equation (8) gives

\[
\eta^*=\frac\theta2+\left[\frac18+\frac{\lambda a f(1-f)}{16(1+f)}\right]\theta^2+O(\theta^3). \tag{15}
\]

Here \(a\) maximizes \(a^2L\) with \(L\propto f(1-f)/(1+f)\). Setting the logarithmic derivative to zero, \(2/a-(1-f)+f+f(1-f)/(1+f)=0\), leads to \(a(1-2f-f^2)=2(1+f)\), with \(a=2.533\) and \(f=0.0735\). Negative \(a\) is inferior: it replaces \(f\) by \(1-f\), which keeps \(f(1-f)\) but enlarges the denominator.

For \(\Gamma_h:\Gamma_c=9:1\), \(\lambda=0.8\) and the second coefficient is 0.1330; for 1:9 it is 0.1170; for equal rates it returns to 0.1250. The first coefficient is 0.5 in all three cases. When the hot contact dominates, \(M\) is negative, the current grows less than linearly with the force, and by (7) the optimum moves toward the reversible point. That raises the efficiency.

For a numerical example of the spinless engine, take the round model values \(T_h=1.25\) K, \(T_c=1\) K and \(\Gamma_h=\Gamma_c=10^9\ \mathrm{s^{-1}}\). Laboratory units suit this scale better than atomic ones. A real level is spinless only if its spin partner lies many \(k_BT_h\) above it. A splitting of \(8k_BT_h\) is about 0.9 meV here, some 7 T for a Landé factor of 2. At a splitting of only a few \(k_BT_h\) both spin states carry current at different energies, tight coupling is lost, and the efficiency is lower than found below. Then \(\eta_C=0.2\) and \(k_BT_h=107.72\ \mu\)eV. Full maximization gives \(x_h=2.2705\) and \(x_c=2.5381\), with mean 2.4043, close to \(a_0\). The level lies \(2.2705\times107.72=244.6\ \mu\)eV above \(\mu_h\) and \(2.5381\times0.8\times107.72=218.7\ \mu\)eV above \(\mu_c\). Each electron therefore gains 25.86 \(\mu\)eV of work from 244.6 \(\mu\)eV of heat:

\[
\eta^*=\frac{25.857}{244.575}=0.1057.
\]

The particle current is \(1.018\times10^7\ \mathrm{s^{-1}}\), an electric current of 1.631 pA. Across 25.86 \(\mu\)V it delivers 42.2 aW, while the hot reservoir supplies 399 aW. A scan of \(x_h\) and \(x_c\) between \(-12\) and 12 finds no larger power.

The series gives \(0.1+0.005=0.1050\) with two terms and 0.10562 with three, against the computed 0.10572. At \(\eta_C=0.4\) the corresponding values are 0.2200, 0.2250 and 0.2269, so two terms fall short by 3% of the computed efficiency.

In this example \(g=w/T_h=0.0122\). Including the level width and maximizing again lowers the efficiency to 0.1047 and the power to 41.8 aW. The efficiency loss, 0.0010, is larger than the cubic term of the series, 0.0006. Even at this weak coupling, the third term would be hidden by the width of the level, while the quadratic term, 0.005, remains well above the loss. The numerical output lists these values and the coefficients for each case.

## Computed values

```
a0 = 2.399357; f(a0) = 0.083222 (dimensionless)
third coefficient, formula = 0.077492
series coefficients from numerical maximization (dimensionless):
  spinless, rates 1:1: 0.500000 0.125000 0.077492
  spinless, rates 9:1: 0.500000 0.125000 0.077492
  second coefficient, fixed mean a=1: 0.125000; fixed x_hot=1: 0.028882
  second coefficient, fixed mean a=4: 0.125000; fixed x_hot=4: 0.241007
blockaded level: optimal a = 2.533448, f = 0.073546
  blockaded, rates 1:1: first 0.500000, second 0.125000
  blockaded, rates 9:1: first 0.500000, second 0.133040
  blockaded, rates 1:9: first 0.500000, second 0.116960
heat leak/(k_B*rate) = 0.05: first coefficient 0.343562
loss of first coefficient per unit g, formula = 0.362351
  g = 0.100: loss 0.034176, linear formula 0.036235
  g = 0.010: loss 0.003603, linear formula 0.003624
  g = 0.001: loss 0.000362, linear formula 0.000362
worked example:
  T_hot = 1.25 K, T_cold = 1.00 K, each rate = 1.0e+09 1/s
  Carnot efficiency = 0.2000
  k_B T_hot = 107.717 microeV
  x_hot = 2.27054, x_cold = 2.53812
  level - mu_hot = 244.575 microeV
  level - mu_cold = 218.718 microeV
  mu_cold - mu_hot = 25.857 microeV
  particle current = 1.0182e+07 1/s
  electric current magnitude = 1.6313 pA
  power = 42.1805 aW
  heat from hot reservoir = 398.9777 aW
  efficiency = 0.105721
  broadening g = 0.012221
  with broadening: efficiency = 0.104735, power = 41.8209 aW
eta_C, efficiency, two terms, three terms, 1-sqrt(1-eta_C):
  0.1 0.051333 0.051250 0.051327 0.051317
  0.2 0.105721 0.105000 0.105620 0.105573
  0.4 0.226929 0.220000 0.224959 0.225403
```
